\section*{The well field in a periodic polar heterostructure, part 2}

A well $w$ and a barrier $b$, both insulating, alternate periodically along $z$. We want the macroscopic field in each layer, meaning the microscopic field averaged over the plane and one bulk cell. Hartree atomic units are used, with polarization in $e/\mathrm{bohr}^2$, fields positive along $+z$, and electron charge $-1$.

Layer $j$ has thickness $L_j$, zero-field polarization $P_j$, relative permittivity $\varepsilon_j$ and field $E_j$; $\Delta P=P_b-P_w$. For linear response, $D=\varepsilon_jE_j+4\pi P_j$. Without free carriers or additional interface charge, $D$ is common to all layers. With zero average field,
\begin{equation}
E_w=\frac{4\pi\Delta P\,L_b}
{\varepsilon_wL_b+\varepsilon_bL_w},
\qquad
E_b=-\frac{L_w}{L_b}E_w .
\label{eq:recall}
\end{equation}
Relative to the thick-barrier limit $E_\infty=4\pi\Delta P/\varepsilon_w$,
\begin{equation}
\frac{E_w}{E_\infty}
=\frac{\varepsilon_wL_b}{\varepsilon_wL_b+\varepsilon_bL_w}
=\frac{1}{1+\varepsilon_bL_w/(\varepsilon_wL_b)} .
\label{eq:fraction}
\end{equation}
The electron energy changes by $U=E_wL_w$ across the well. For aligned band edges and no confinement energies, carriers can appear when $|U|$ reaches the band gap.

A sheet model tests the formula. Each cell of fixed length $a$ has a fixed sheet of charge per area $+s$ at $a/4$ and a movable sheet $-s$ at $3a/4+\delta$. A spring of constant $k$ per area pulls $\delta$ towards $\delta_0$. The total polarization is $P^{\mathrm{tot}}=-s/2-s\delta/a$, and the cell-averaged field is $E=D-4\pi P^{\mathrm{tot}}$. Force balance on the movable sheet is
\begin{equation}
-s(D+2\pi s)-k(\delta-\delta_0)=0 ,
\label{eq:force}
\end{equation}
and the bulk values are
\begin{equation}
\varepsilon=1+\frac{4\pi s^2/a}{k-4\pi s^2/a}
=\frac{k}{k-4\pi s^2/a},
\qquad
P=-\frac s2-\frac{s\varepsilon\delta_0}{a}.
\label{eq:sheetbulk}
\end{equation}
Without forces between neighbouring cells, each cell depends on its surroundings through $D$ alone, so \eqref{eq:recall} has no finite-thickness correction in this model.

\subsection{The worked stack}

Take $s=0.050\,e/\mathrm{bohr}^2$ in both layers. The other chosen parameters are $a=5.00$ bohr, $k=0.0070\,\mathrm{hartree/bohr^4}$ and $\delta_0=-0.010$ bohr for the well. For the barrier they are 4.80, 0.0076 and $-0.025$ in the same units.

For the well, $4\pi s^2/a=0.006283$, so \eqref{eq:sheetbulk} gives
\begin{align}
\varepsilon_w&=\frac{0.0070}{0.0070-0.006283}\simeq9.765,\\
P_w&=-0.025+\frac{0.050\times9.765\times0.010}{5.00}
=-0.024023\,e/\mathrm{bohr}^2 .
\end{align}
The last digits of $\varepsilon_w$ use the unrounded denominator. The same steps give $\varepsilon_b=7.204$ and $P_b=-0.023124\,e/\mathrm{bohr}^2$. The mismatch is $\Delta P=8.994\times10^{-4}\,e/\mathrm{bohr}^2$.

Eight well cells and twelve barrier cells give $L_w=40.0$ bohr and $L_b=57.6$ bohr. Therefore
\begin{align}
E_w&=\frac{4\pi(8.994\times10^{-4})(57.6)}
{9.765(57.6)+7.204(40.0)}\\
&=\frac{0.6510}{562.5+288.1}
=7.653\times10^{-4}\ \text{a.u.}
\end{align}
This is $0.394$ GV/m. The barrier field is $-(40.0/57.6)E_w=-5.315\times10^{-4}$ a.u. The electron energy changes across the well by $0.0306$ hartree, or $0.833$ eV. These are properties of the chosen model, which has no band structure and cannot show whether carriers would appear.

In the direct calculation, the positions of all negative sheets in the stack are found from their forces, and the resulting microscopic field is averaged over single cells. The bulk polarizations and permittivities come from separate one-cell calculations. The well field from the relaxed stack agrees with the formula within the tested tolerance, a relative $10^{-8}$ plus an absolute $10^{-12}$ a.u. The tests also confirm that $D$ is common and that the cell-averaged field is uniform within each layer.

The numerical output gives $D=-0.2944$ a.u., much larger in magnitude than either field. Its main part is $4\pi(-s/2)=-0.3142$ a.u., which comes from the common term in the two polarizations. That term cancels in $\Delta P$, so a large $D$ does not by itself mean a large field.

\subsection{Changing the barrier thickness}

With the well fixed, the half-value length from \eqref{eq:fraction} is
\begin{equation}
\frac{\varepsilon_b}{\varepsilon_w}L_w
=\frac{7.204}{9.765}\times40.0=29.5\ \mathrm{bohr}.
\end{equation}
A barrier of 4.8 bohr gives $E_w=1.62\times10^{-4}$ a.u., and one of 172.8 bohr gives $9.89\times10^{-4}$ a.u. The infinite-barrier limit is $1.157\times10^{-3}$ a.u. Even at 576 bohr the field is 4.9\% below that limit, relative to the limit itself. The approach is slow because, once the barrier is much thicker than the half-value length, the deficit falls only as $1/L_b$. Direct relaxation was tested against the formula at all five printed thicknesses.

A single barrier cell obeys the formula here because cells interact through $D$ alone. This success should not be carried over to a real one-cell barrier, which may have no bulk-like interior.

\subsection{A nonzero average field}

Let the average field be $\bar E$ and write $L=L_w+L_b$. The second condition becomes
\begin{equation}
L_wE_w+L_bE_b=\bar E L,
\qquad
E_b=\frac{\bar E L-L_wE_w}{L_b}.
\end{equation}
Continuity of $D$ then gives
\begin{align}
\varepsilon_wE_w&=4\pi\Delta P
+\varepsilon_b\frac{\bar E L-L_wE_w}{L_b},\\
E_w&=\frac{4\pi\Delta P\,L_b+\varepsilon_b\bar E L}
{\varepsilon_wL_b+\varepsilon_bL_w}.
\label{eq:bias}
\end{align}
If $\Delta P=0$ and the permittivities are equal, this gives $E_w=\bar E$, as it must. For $\bar E=2.00\times10^{-4}$ a.u., the added part in the worked stack is
\begin{equation}
\frac{7.204(2.00\times10^{-4})(97.6)}{850.6}
=1.653\times10^{-4}\ \text{a.u.},
\end{equation}
and the well field becomes $9.306\times10^{-4}$ a.u. The relaxed stack passes the corresponding test. Applying the zero-average formula to a biased stack would assign this added field to the polarization mismatch.

\subsection{Interface charge and the polarization branch}

Suppose that additional charge $+\sigma$ per area sits where the well ends and the barrier begins, with $-\sigma$ at the other interface. Gauss's law now gives $D_b-D_w=4\pi\sigma$, or
\begin{equation}
\varepsilon_bE_b+4\pi P_b-\varepsilon_wE_w-4\pi P_w=4\pi\sigma .
\end{equation}
With zero average field, substitution of $E_b=-L_wE_w/L_b$ gives
\begin{equation}
E_w=\frac{4\pi(\Delta P-\sigma)L_b}
{\varepsilon_wL_b+\varepsilon_bL_w}.
\label{eq:charge}
\end{equation}
For $\sigma=2.00\times10^{-4}\,e/\mathrm{bohr}^2$ the field falls to $5.951\times10^{-4}$ a.u., again in agreement with the tested direct calculation. At $\sigma=\Delta P$ the added charge cancels the polarization charge and the well field vanishes.

This result also settles which bulk polarizations may be subtracted. The polarization of a periodic crystal depends on how charges are grouped into cells. If each positive sheet in the well is paired with the negative sheet one cell to its left, that negative charge moves by $-a$ in the dipole sum, and
\begin{equation}
P_w'=P_w+\frac{(-s)(-a)}{a}=P_w+s .
\end{equation}
The physical stack has not changed. The new pairs, however, leave an unpaired negative sheet at the right end of the well and an unpaired positive sheet at its left end. In \eqref{eq:charge} this is $\sigma=-s$, so
\begin{equation}
P_b-P_w'-\sigma=P_b-P_w-s+s=\Delta P .
\end{equation}
If the leftover charge were forgotten, the apparent mismatch would be $0.0009-0.0500=-0.0491\,e/\mathrm{bohr}^2$, about $-55$ times the correct one.

In a first-principles calculation the same ambiguity arises when one electron per surface cell is assigned to the next cell along $z$: the polarization changes in magnitude by $1/A$, where $A$ is the area of the surface cell. The two bulk values must therefore refer to neutral cells that tile the actual stack, interfaces included. Otherwise the leftover interface charge has to be added.

\subsection{More than two layers}

For several layers without additional interface charge, $E_j=(D-4\pi P_j)/\varepsilon_j$. Insert this in the condition on the average field:
\begin{align}
\bar E\sum_jL_j
&=\sum_j\frac{L_j(D-4\pi P_j)}{\varepsilon_j},\\
D&=\frac{\bar E\sum_jL_j+4\pi\sum_jL_jP_j/\varepsilon_j}
{\sum_jL_j/\varepsilon_j}.
\label{eq:many}
\end{align}
For two layers and $\bar E=0$,
\begin{align}
E_w&=\frac{4\pi}{\varepsilon_w}
\left[
\frac{L_wP_w/\varepsilon_w+L_bP_b/\varepsilon_b}
{L_w/\varepsilon_w+L_b/\varepsilon_b}-P_w\right]\\
&=\frac{4\pi}{\varepsilon_w}
\frac{(L_b/\varepsilon_b)\Delta P}
{L_w/\varepsilon_w+L_b/\varepsilon_b}.
\end{align}
Multiplying numerator and denominator by $\varepsilon_b$ restores \eqref{eq:recall}. The general result was tested on a stack of three different materials with a nonzero average field.

\subsection{Interfaces that are not bulk-like}

Near a real interface the atoms and electrons differ from those in either bulk. Let $m$ be the resulting excess dipole per area, summed over both interfaces: the integral of the actual polarization minus the bulk polarizations at the same $D$. Because $E=D-4\pi P^{\mathrm{tot}}$, zero average field now requires
\begin{equation}
\sum_j\frac{L_j(D-4\pi P_j)}{\varepsilon_j}-4\pi m=0 .
\end{equation}
Relative to the case $m=0$, $D$ shifts by $4\pi m/\sum_j(L_j/\varepsilon_j)$. Division by $\varepsilon_w$ gives the change in the interior well field,
\begin{equation}
\delta E_w=\frac{4\pi\varepsilon_bm}
{\varepsilon_wL_b+\varepsilon_bL_w}.
\label{eq:interface}
\end{equation}
Suppose that both layers are thickened in proportion, remain insulating and keep the same interface structure. Then $D$ and hence $m$ approach constants, and the error falls as the inverse period.

To produce such a dipole in the model, couple the offsets of neighbouring cells by springs of constant $g$ per area. The force in \eqref{eq:force} gains $g(\delta_{i+1}+\delta_{i-1}-2\delta_i)$. A uniform bulk is unaffected, but near an interface the offsets now depart from their bulk values. Summed over the periodic stack, the added forces cancel. If $S_w$ and $S_b$ are the summed departures from the bulk offsets at the same $D$, the remaining forces require
\begin{equation}
k_wS_w+k_bS_b=0,
\qquad
m=-s(S_w+S_b)=-sS_w\left(1-\frac{k_w}{k_b}\right).
\end{equation}
The unequal springs therefore leave a net dipole whenever $S_w\ne0$.

For $g=0.0020\,\mathrm{hartree/bohr^4}$, the field errors are $3.194\times10^{-7}$, $1.601\times10^{-7}$ and $8.007\times10^{-8}$ a.u. at periods of 195.2, 390.4 and 780.8 bohr. Relative to the uncoupled well field, the first is 0.042\%. Successive ratios are 1.995 and 2.000, and the tests require both to lie within 5\% of two. This supports the inverse-period law \eqref{eq:interface} for this model at these periods. The law needs a bulk-like interior. At the period of the worked stack, 97.6 bohr, the interface regions still reach the middle of the eight-cell well, and the error there is about $2\times10^{-8}$ a.u. instead of the $6\times10^{-7}$ a.u. that inverse-period scaling would give. The size of $m$ in a real heterostructure has to be found from its own interfaces.

The scaling also gives a practical check on a supercell calculation. If the interior well field, plotted against the inverse period at fixed $L_w/L_b$, approaches a straight line, its intercept is the field to compare with bulk polarizations and permittivities. The usable periods form a window: long enough for a bulk-like interior, and short enough that $|U|$ stays below the gap. The sheet model has no upper limit, but a real stack does. With the field of the worked example, $|U|$ grows from 0.83 eV at 97.6 bohr to 6.7 eV at 780.8 bohr, more than most semiconductor gaps, so the intercept is an extrapolation from periods at which the supercell is still insulating. If a converged intercept disagrees with \eqref{eq:recall}, an assumption or a bulk input does not match the supercell. Possible causes include a nonzero average field, nonlinear response, free carriers, additional interface charge, and bulk inputs taken at a different strain, with different ionic relaxation or on inconsistent branches.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL INPUTS (Hartree atomic units)
Sheet charge per area: 0.050 e/bohr^2
Well cell length: 5.00 bohr
Well spring per area: 0.0070 hartree/bohr^4
Well spring rest offset: -0.010 bohr
Barrier cell length: 4.80 bohr
Barrier spring per area: 0.0076 hartree/bohr^4
Barrier spring rest offset: -0.025 bohr
Well cells: 8; barrier cells: 12 (counts)
Well thickness: 40.00 bohr
Barrier thickness: 57.60 bohr
BULK RESULTS
Well polarization: -0.02402346 e/bohr^2
Barrier polarization: -0.02312404 e/bohr^2
Polarization mismatch P_b-P_w: 0.00089942 e/bohr^2
Well relative permittivity: 9.76542 (dimensionless)
Barrier relative permittivity: 7.20369 (dimensionless)
SUPERLATTICE RESULTS
Well field, relaxed chain: 0.000765332 a.u.
Well field, formula: 0.000765332 a.u.
Well field, converted: 0.39355 GV/m
Barrier field, relaxed chain: -0.000531481 a.u.
Common displacement field D: -0.29441388 a.u.
Magnitude of well energy drop: 0.0306133 hartree
Well energy drop, converted: 0.83303 eV
BARRIER THICKNESS AND WELL FIELD
L_b = 4.8 bohr: E_w = 0.00016193 a.u.
L_b = 19.2 bohr: E_w = 0.00045624 a.u.
L_b = 57.6 bohr: E_w = 0.00076533 a.u.
L_b = 172.8 bohr: E_w = 0.00098858 a.u.
L_b = 576.0 bohr: E_w = 0.00110099 a.u.
Infinite-barrier limit: 0.00115739 a.u.
CHANGED BOUNDARY CONDITIONS
Applied average field: 0.000200 a.u.
Well field with this average: 0.00093064 a.u.
Added well-to-barrier charge: 0.000200 e/bohr^2
Well field with added charges: 0.00059515 a.u.
INTERFACE RELAXATION
Intercell spring per area: 0.0020 hartree/bohr^4
Period 195.2 bohr: field error 3.194126e-07 a.u.
Period 390.4 bohr: field error 1.601300e-07 a.u.
Period 780.8 bohr: field error 8.007414e-08 a.u.
Error ratio on first doubling: 1.99471 (dimensionless)
Error ratio on second doubling: 1.99977 (dimensionless)
\end{verbatim}
